# Saturation time of a sealed precursor dose

## Problem

A chamber for atomic layer deposition is filled quickly with a precursor gas and then sealed. The dose contains \(r=1.2\) precursor molecules for each adsorption site on the walls. In a second run, on an identical empty surface, a supply holds the precursor pressure at the value with which the sealed run began. Temperature, surface and chamber are the same in both runs. How many times longer does the sealed dose take to fill 99 percent of the sites?

Let \(\theta\) be the filled fraction of sites, called the coverage, and let \(c=0.99\) be its target. The model assumes the following.

- Each adsorbed molecule takes one site and never leaves.
- A molecule striking the wall sticks with probability \(s_0(1-\theta)\), where \(s_0\) is its sticking probability on the empty surface.
- The gas is well mixed and isothermal, and all sites are equivalent.
- By-products of the surface reaction do not block sites or react back.

"Pressure" means the partial pressure of the precursor. A gauge reading the total pressure would also count the by-products.

For times in seconds, take titanium tetrachloride on a hydroxylated surface at 473 K, as in the deposition of titanium dioxide. The chamber is a flat cylinder 300 mm wide and 40 mm high, and all its inner walls adsorb. Rough values are \(n_s=1.5\ \mathrm{nm^{-2}}\) for the site density and \(s_0=0.001\).

## The rate equation

For a Maxwell gas of molecular mass \(m\), pressure \(p\) and temperature \(T\), the number of molecules striking unit wall area per unit time is

\[
J=\frac{p}{\sqrt{2\pi m k_BT}} .
\]

Of these, a fraction \(s_0(1-\theta)\) stick. The number adsorbed per unit area is \(n_s\theta\), so

\[
n_s\frac{d\theta}{dt}=s_0(1-\theta)J .
\]

With \(p_0\) the initial pressure, define the time constant

\[
\tau=\frac{n_s\sqrt{2\pi m k_BT}}{s_0p_0}.
\]

The rate equation becomes

\[
\frac{d\theta}{dt}=\frac{1}{\tau}\,\frac{p}{p_0}\,(1-\theta). \tag{1}
\]

In the sealed chamber, let \(N_s\) be the number of sites. The gas starts with \(rN_s\) molecules and has lost \(\theta N_s\) of them at coverage \(\theta\). At fixed volume and temperature the pressure is proportional to the number left:

\[
\frac{p}{p_0}=\frac{rN_s-\theta N_s}{rN_s}=1-\frac{\theta}{r}. \tag{2}
\]

At the target this is \(1-0.99/1.2=0.175\). The sealed pressure thus lies between \(p_0\) and \(0.175p_0\) throughout, and the ratio of times must lie between 1 and \(1/0.175\approx5.7\). These are bounds; an estimate needs the course of the pressure between them.

## First estimate by scaling

Let \(u=1-\theta\) be the fraction of empty sites, and let \(\delta=r-1=0.2\) be the excess of molecules per site. Then

\[
1-\frac{\theta}{r}=\frac{r-1+u}{r}=\frac{\delta+u}{r}.
\]

Since \(du=-d\theta\), equations (1) and (2) give

\[
\tau\frac{du}{dt}=-\frac{u(\delta+u)}{r}. \tag{3}
\]

The gas left per site is \(\delta+u\): the excess plus the molecules that will fill the sites still empty. The dose has two stages, according to which term is larger.

**Early stage, \(u>\delta\).** Dropping \(\delta\) leaves \(\tau\,du/dt=-u^2/r\). Sites and gas run down together, as in a second-order reaction. From \(u=1\) to \(u=\delta\) the time is

\[
\frac{t_1}{\tau}\approx r\int_\delta^1\frac{du}{u^2}
=r\left(\frac1\delta-1\right)=1.2\times4=4.8 .
\]

**Late stage, \(u<\delta\).** Dropping \(u\) in the bracket leaves \(\tau\,du/dt=-(\delta/r)u\). This replaces the pressure, which falls from \(p_0/3\) at the start of the stage, by its limiting value \(p_0\delta/r=p_0/6\). The empty sites then decay exponentially. From \(u=\delta\) to \(u=1-c=0.01\) the time is

\[
\frac{t_2}{\tau}\approx\frac r\delta\int_{1-c}^{\delta}\frac{du}{u}
=\frac r\delta\ln\frac{\delta}{1-c}=6\ln20=17.97 .
\]

The sum is \(22.77\,\tau\).

At held pressure, \(p=p_0\) in equation (1), so \(\tau\,du/dt=-u\) and

\[
\frac{t_{\rm held}}{\tau}=\int_{1-c}^{1}\frac{du}{u}
=\ln\frac{1}{1-c}=\ln100=4.605. \tag{4}
\]

The estimated ratio is \(22.77/4.605\approx4.9\). It must be too high: each stage leaves out some of the gas, which makes the adsorption too slow.

## Exact solution of the model

Separating the variables in equation (1), with the pressure from equation (2), gives

\[
\frac{t_{\rm sealed}}{\tau}
=\int_0^c\frac{d\theta}{(1-\theta)(1-\theta/r)}
=\int_0^c\frac{r\,d\theta}{(1-\theta)(r-\theta)} .
\]

To split the integrand, note that

\[
\frac1{1-\theta}-\frac1{r-\theta}
=\frac{(r-\theta)-(1-\theta)}{(1-\theta)(r-\theta)}
=\frac{r-1}{(1-\theta)(r-\theta)} .
\]

Multiplication by \(r/(r-1)\) reproduces the integrand, so

\[
\frac{t_{\rm sealed}}{\tau}
=\frac r{r-1}\int_0^c\left(\frac1{1-\theta}-\frac1{r-\theta}\right)d\theta .
\]

An antiderivative of the bracket is \(-\ln(1-\theta)+\ln(r-\theta)\). It equals \(\ln r\) at the lower limit. Therefore

\[
\boxed{\frac{t_{\rm sealed}}{\tau}
=\frac r{r-1}\ln\frac{r-c}{r(1-c)}} . \tag{5}
\]

For the given dose,

\[
\frac{t_{\rm sealed}}{\tau}
=6\ln\frac{0.21}{1.2\times0.01}
=6\ln17.5=6\times2.8622=17.173 .
\]

Division by equation (4) gives the answer:

\[
R=\frac{t_{\rm sealed}}{t_{\rm held}}
=\frac{17.173}{4.605}=3.73 .
\]

The sealed dose takes about 3.7 times longer. The constant \(\tau\) has cancelled, so within this model the ratio depends on \(r\) and \(c\) alone. Sticking probability, temperature, molecular mass and chamber size change the times, but not their ratio, as long as \(r\) is kept.

The rate law can also be imitated directly. Random hits were drawn on 400,000 sites, with 480,000 molecules in the sealed case, and a molecule was adsorbed when its site was empty. The times to 99 percent were \(17.09\,\tau\) sealed and \(4.59\,\tau\) held, a ratio of 3.73. Both runs used the same random sequence, so their errors largely cancel in the ratio; independent runs would scatter it by about 0.02. The small shifts from 17.17 and 4.61 are of the size expected from chance. About 4000 sites are empty at the end, and their number fluctuates by about \(1/\sqrt{4000}\approx1.6\) percent. This moves the held time by about \(0.016\,\tau\), and the sealed time by \(0.016\,\tau/0.175\approx0.09\,\tau\).

## Comparison of estimate and solution

The estimate of 4.9 is about 33 percent above the solution. Integrating equation (3) without dropping a term shows where the excess arises. Between two values \(u_a>u_b\),

\[
\frac{\Delta t}{\tau}
=r\int_{u_b}^{u_a}\frac{du}{u(\delta+u)}
=\frac r\delta\left[\ln\frac{u_b+\delta}{u_b}
-\ln\frac{u_a+\delta}{u_a}\right].
\]

The early stage, from \(u=1\) to \(0.2\), takes \(6(\ln2-\ln1.2)=3.06\), where the estimate gave 4.8. The late stage, from \(0.2\) to \(0.01\), takes \(6(\ln21-\ln2)=14.11\), where the estimate gave 17.97. More than two thirds of the excess comes from the late stage. The relative error of the rate is largest where the two stages meet: there \(u\) and \(\delta\) are equal, and dropping one of them halves the pressure.

The scaling picture is nevertheless right about what controls the time. For a stricter target, the excess of the late estimate is

\[
6\ln\frac{\delta}{1-c}
-6\left[\ln\frac{1-c+\delta}{1-c}-\ln2\right]
=6\ln\frac{2\delta}{\delta+1-c},
\]

which tends to the constant \(6\ln2\approx4.2\) as \(c\to1\). The total time grows without limit, so the relative error of the estimate tends to zero, though only logarithmically.

## Equal exposure, unequal time

Dividing equation (1) by \(1-\theta\) and integrating gives, for any course of the pressure,

\[
\ln\frac1{1-c}=\frac1{\tau p_0}\int_0^{t_c}p\,dt ,
\]

where \(t_c\) is the time at which the target is reached. The integral of pressure over time is the exposure. Both runs need the same exposure, and the sealed run collects it more slowly. Let \(\bar p\) be the time average of its pressure. Then \(\bar p\,t_{\rm sealed}=p_0t_{\rm held}\), or

\[
R=\frac{p_0}{\bar p},\qquad \frac{\bar p}{p_0}=\frac1{3.73}=0.268 .
\]

This average is much nearer to the final value 0.175 than to the initial value 1, because the chamber spends most of its time at low pressure. Equation (5) with \(c=0.9\) gives \(6\ln[0.3/(1.2\times0.1)]=5.50\). The stretch from 90 to 99 percent thus takes \(17.17-5.50=11.67\) time constants, or 68 percent of the sealed time. At held pressure the same stretch takes half of the time, since each factor of ten in the empty sites costs \(\tau\ln10\).

The two runs do not use equal amounts of precursor. At the end of the held run the gas still contains 1.2 molecules per site and the surface has taken 0.99, so at least 2.19 molecules per site have entered. The shorter time is paid for with precursor.

## Other doses and targets

With \(L=\ln[1/(1-c)]\), division of equation (5) by equation (4) gives

\[
R=\frac r{r-1}\left[1-\frac1L\ln\frac r{r-c}\right]. \tag{6}
\]

**Stricter target.** As \(c\to1\) at \(r=1.2\), the logarithm in the bracket tends to \(\ln6\approx1.79\) while \(L\) grows. The ratio tends to 6, the inverse of the final relative pressure. The approach is slow: \(R\) is 2.39 at 90 percent coverage, 4.45 at 99.9 percent and 5.22 at 99.9999 percent. A quoted ratio therefore has no meaning without its target.

**Equal numbers of molecules and sites.** For \(r=1\) the excess \(\delta\) vanishes and the second-order stage lasts to the end:

\[
\frac{t_{\rm sealed}}{\tau}=\int_0^c\frac{d\theta}{(1-\theta)^2}
=\frac1{1-c}-1=\frac c{1-c}=99 .
\]

The ratio is \(99/4.605=21.5\). An excess of 20 percent brings it down to 3.73. If \(r\le c\), the sealed dose never reaches the target.

**Large dose.** For \(r\gg1\), expand \(1/(1-\theta/r)\approx1+\theta/r\). Writing \(\theta/(1-\theta)=1/(1-\theta)-1\),

\[
\frac{t_{\rm sealed}}{\tau}\approx L+\frac1r\int_0^c\frac{\theta\,d\theta}{1-\theta}
=L+\frac{L-c}{r},
\qquad
R\approx1+\frac1r\left(1-\frac cL\right). \tag{7}
\]

For \(c=0.99\) the last bracket is \(1-0.99/4.605=0.785\). At \(r=5\) this gives 1.16, while equation (6) gives 1.19. At \(r=2\) equation (6) gives 1.70. Much of the delay is removed by a moderate excess.

## The titanium tetrachloride example

The chamber has a volume of 2.827 L and an inner area of \(0.1791\ \mathrm{m^2}\). The area carries \(2.686\times10^{17}\) sites, so the dose is \(1.2\times2.686\times10^{17}=3.223\times10^{17}\) molecules. The ideal-gas law then fixes the initial pressure,

\[
p_0=\frac{rN_sk_BT}{V}=5.58\ \mathrm{mTorr}.
\]

With a molecular mass of 189.67 u, the initial wall flux is \(6.55\times10^{21}\ \mathrm{m^{-2}\,s^{-1}}\). Hence

\[
\tau=\frac{n_s}{s_0J_0}
=\frac{1.5\times10^{18}\ \mathrm{m^{-2}}}
{10^{-3}\times6.55\times10^{21}\ \mathrm{m^{-2}\,s^{-1}}}
=0.229\ \mathrm s .
\]

The two times are

\[
t_{\rm held}=4.605\,\tau=1.05\ \mathrm s,\qquad
t_{\rm sealed}=17.17\,\tau=3.93\ \mathrm s .
\]

The common exposure is 5.89 mTorr s. The times vary as \(1/s_0\), and the assumed \(s_0\) is good at best to its order of magnitude. The seconds share that uncertainty. The ratio does not, as long as \(\tau\) stays long compared with the times needed to fill and mix the chamber, which are examined below.

## What the model leaves out

**Number of sites.** The sealed time depends on the small difference between molecules and sites. Keep the dose and all else fixed, but let there be 5 percent more sites. Then \(r\) falls to \(1.2/1.05=1.143\) and the ratio rises to 4.5. With 5 percent fewer sites it falls to 3.2. Since \(\tau\) is proportional to \(n_s\), the sealed times become about 5.0 s and 3.2 s.

**Rate law.** Suppose that adsorption needs two adjacent empty places, though each molecule ends up filling only one. If the adsorbed molecules rearrange quickly enough to keep the empty sites randomly spread, this can be represented by a sticking probability \(s_0(1-\theta)^2\). (If they stay where they land, isolated empty sites can never fill, and the coverage stops well short of 99 percent.) The held time becomes \(\tau\int_{0.01}^1du/u^2=99\,\tau=22.7\) s. The sealed time becomes 116 s and the ratio 5.1. The ratio rises because the last sites, which fill at the lowest pressure, now take a larger share of the time. The factor 3.7 thus belongs to first-order kinetics in the empty sites.

**By-product.** Each adsorbed molecule releases hydrogen chloride, roughly 1.5 molecules. In the sealed chamber its pressure ends at \(1.5\times0.99/1.2=1.24\) times \(p_0\), about seven times that of the remaining precursor. Suppose that it can block sites permanently, with a sticking probability \(\sigma s_0\) on the empty surface, and let \(b\) be the blocked fraction. At equal density a lighter gas strikes the wall more often, by the factor \(a=\sqrt{189.67/36.46}=2.28\). Dividing the blocking rate by the adsorption rate cancels the empty sites. As long as little hydrogen chloride has been used up,

\[
\frac{db}{d\theta}\approx\sigma a\,\frac{1.5\,\theta}{r-\theta},
\qquad
b(c)\approx1.5\,\sigma a\left[r\ln\frac r{r-c}-c\right]
=3.77\,\sigma .
\]

The target becomes unreachable when \(b(c)=1-c=0.01\), that is, at \(\sigma\approx0.0027\). Numerical integration with the used-up hydrogen chloride included also gives 0.0027. At an assumed \(\sigma=0.001\) the sealed time is 4.45 s, or 13 percent longer. The true \(\sigma\) is not known here, so this shows a sensitivity and not a correction.

**Desorption.** If adsorbed molecules return to the gas at a rate \(k_d\) each, the coverage stops rising when loss equals gain. The target is out of reach once

\[
k_d\ge\frac{(1-c)(1-c/r)}{c\,\tau}
=\frac{0.01\times0.175}{0.99\times0.229\ \mathrm s}
=0.0077\ \mathrm{s^{-1}} .
\]

At one tenth of this rate the sealed time is 4.05 s, or 3 percent longer.

**Filling and mixing.** Let the gas enter at a steady rate over 0.1 s. For a filling time short compared with \(\tau\), the mean pressure during filling is \(p_0/2\), so the coverage then lags by half the filling time. Afterwards it obeys the same equation as before and keeps this lag. Here the filling time is \(0.44\,\tau\), and the computed delay is 0.05 s, about 1 percent of the sealed time. For \(s_0=0.01\) the same filling would last \(4.4\,\tau\) and add about 0.06 s to a sealed time of 0.39 s, so the ratio 3.7 would no longer describe the chamber.

Adsorption also thins the gas near the plates. For mean speed \(v\) and diffusion coefficient \(D\), each plate takes up \(s_0vn/4\) molecules per unit area and time from a gas of density \(n\). This uptake drains a layer of thickness \(h/2\), where \(h\) is the chamber height. If the layer is drained evenly, the diffusive flux grows linearly from zero at mid-height to its wall value. Its mean is half the wall value, so the relative density drop is

\[
\frac{\Delta n}{n}=\frac{s_0v}{4}\cdot\frac12\cdot\frac{h/2}{D}
=\frac{s_0vh}{16D}.
\]

With \(v=230\) m/s and the rough estimate \(D=0.42\ \mathrm{m^2/s}\) for the initial gas, this is 0.14 percent. The side wall also adsorbs and drains the gas over the 150 mm radius instead of over \(h/2\); the same argument gives an initial drop of about 1 percent from the axis to the rim. With the same rough \(D\), sideways differences in density decay in about 0.016 s, well below \(\tau\). Uniform gas is a good assumption for these smooth walls at \(s_0=0.001\). The drops grow in proportion to \(s_0\) while \(\tau\) shrinks, so the assumption would have to be examined anew for a much larger sticking probability, and for deep trenches or porous samples.

**Beside a real reactor.** Many reactors feed the precursor in a flowing carrier gas, while some close the outlet for a time to expose deep or porous structures. The initial pressure of 5.58 mTorr follows from the choice \(r=1.2\) and was not taken from a working reactor. At 100 mTorr in the same chamber, \(r\) would be \(1.2\times100/5.58\approx21\), and equation (7) gives a ratio of about 1.04. Depletion matters when the surface takes up a sizable part of the dose, as with a large porous load or a deliberately sparing dose. At \(r=5\), where it takes only a fifth, the sealed time is already 19 percent longer than the held time. Among the finite sealed times computed above, the two-place law gives the longest, 116 s instead of 3.93 s. Blocking or desorption beyond the limits found above is worse still, since the target is then never reached. The values entered here and the full results are in the numerical output.

## Computed results

```
molecules per site r: 1.2
target coverage: 0.99
temperature: 473 K
site density: 1.5 nm^-2
sticking on empty surface: 0.0010
molecular mass: 189.67 u
chamber width: 300 mm
chamber height: 40 mm
chamber volume: 2.827 L
adsorbing area: 0.1791 m^2
number of sites: 2.6861e+17
number of molecules: 3.2233e+17
initial pressure p0: 5.584 mTorr
initial wall flux: 6.5489e+21 m^-2 s^-1
time constant tau: 0.2290 s
held time / tau: 4.6052
sealed prefactor r/(r-1): 6.0000
sealed logarithm: 2.8622
sealed time / tau: 17.1732
RATIO sealed/held: 3.7291
held time: 1.055 s
sealed time: 3.933 s
random-hit held time / tau: 4.587
random-hit sealed time / tau: 17.088
random-hit ratio: 3.725
exposure, both cases: 5.890 mTorr s
mean sealed pressure / p0: 0.2682
final precursor pressure / p0: 0.1750
final HCl pressure / p0: 1.2375
sealed time to 0.90 / tau: 5.4977
share of time from 0.90 to 0.99: 0.680
ratio at coverage 0.9: 2.388
ratio at coverage 0.999: 4.448
ratio at coverage 0.999999: 5.222
late slowing by quadrature: 6.0000
ratio at r = 1: 21.50
ratio at r = 1.5: 2.297
ratio at r = 2.0: 1.703
ratio at r = 5.0: 1.190
ratio, 5% more sites: 4.505
ratio, 5% fewer sites: 3.204
HCl released per molecule: 1.5
assumed HCl relative sticking: 0.0010
sealed time with HCl blocking: 4.451 s
critical HCl relative sticking: 0.00266
critical desorption rate: 0.00772 s^-1
sealed time at 1/10 of that rate: 4.045 s
two-place law, held time: 22.68 s
two-place law, sealed time: 116.39 s
two-place law, ratio: 5.133
filling time: 0.10 s
delay from filling: 0.0515 s
molecular diameter: 0.6 nm
mean speed: 229.8 m/s
mean free path: 5.48 mm
diffusion coefficient: 0.420 m^2/s
relative density drop to plates: 0.00137
sideways mixing time: 0.0158 s
```
